Length extrapolation of simulated thermal conductivity in a gray crystal, part 2

Heat is driven through a model crystal between a hot reservoir at x = 0 and a cold one at x = L, with temperatures T_h and T_c and ΔT = T_h − T_c. The question is why the inverse of the simulated conductivity is so nearly linear in 1/L, and why its intercept at 1/L = 0 is the bulk resistivity. The conductivity is defined with the full reservoir difference:

k(L) = q L/ΔT,   (1)

where q is the heat flux toward increasing x. The crystal is gray: all phonons have speed v and intrinsic mean free path Λ, and their heat capacity per volume is C. Scattering conserves energy and randomizes direction. The reservoirs absorb every phonon that reaches them and emit thermally. The state is steady and the response linear.

The direction cosine to the x axis is μ, g(x, μ) is the temperature of phonons with that direction, and θ is its average over directions:

θ(x) = ½ ∫₋₁¹ g dμ,  q = (C v/2) ∫₋₁¹ μ g dμ.   (2)

Λ μ ∂g/∂x = θ − g.   (3)

Treating the reservoirs as an added scattering rate, an approximation, gave the law

1/k(L) = 1/k_b + 4/(C v L),  k_b = C v Λ/3,   (4)

with k_b the bulk conductivity, or equivalently

k_b/k = 1 + (4/3) Λ/L.   (20)

Without intrinsic scattering, the ballistic flux is q = C v ΔT/4. Proposition 1 derived (4) again from an approximate temperature jump of 2q/(C v) at each wall, which is 2.5 K for the example below at L = 100 nm and ΔT = 20 K.

The example has C = 2.0×10⁶ J/(m³ K), v = 6000 m/s and Λ = 25 nm, so k_b = 100 W/(m K). Its cells are 50, 100, 200 and 400 nm long.

Now the Boltzmann equation is solved with the reservoirs as boundary conditions. Lengths are measured in mean free paths, s = x/Λ and H = L/Λ. Temperatures are measured from the mean of the two reservoirs in units of ΔT, so that entering phonons have g = ½ at s = 0 and g = −½ at s = H.

**Discrete directions**

The integral over μ is replaced by a sum over 2n directions μ_i, with n ≥ 2. They are n positive values below 1 and their negatives, with equal positive weights w_i for μ_i and −μ_i. Gauss–Legendre points on the interval from 0 to 1 are used for the positive values. They integrate 1, μ and μ² without error, so the sums over positive directions are Σ w = 1, Σ w μ = ½ and Σ w μ² = 1/3. The equations are

μ_i dg_i/ds = θ − g_i,  θ = ½ Σ w_i g_i,  q = C v ΔT · ½ Σ w_i μ_i g_i.   (21)

Sums without a stated range run over all directions.

**Theorem 2.** For every n ≥ 2 the solution of (21) between absorbing reservoirs obeys

k_b/k = 1 + δ(H)/H,   (22)

where δ(H) approaches a constant δ∞ as H grows, with a difference that decreases at least as fast as a constant times exp(−H).

For long cells the inverse conductivity is thus linear in 1/L up to exponentially small terms, with the bulk resistivity as its intercept. The slope contains δ∞ in place of 4/3. The proof needs the general solution of (21) and a statement about its uniqueness.

**Lemma 4 (modes).** The general solution of (21) consists of a constant, the linear mode s − μ_i, and n − 1 pairs of exponential modes exp(±κ_j s), with all κ_j > 1. Of these, only the linear mode carries heat.

Proof. A constant g gives zero on both sides of (21). For g_i = s − μ_i the average is θ = s, and both sides equal μ_i. Next try g_i = φ_i exp(−κ s), scaled so that the average of φ is 1. Then −κ μ_i φ_i = 1 − φ_i, so

φ_i = 1/(1 − κ μ_i),  with ½ Σ w_i/(1 − κ μ_i) = 1.   (23)

The terms for μ and −μ combine as ½[1/(1 − κμ) + 1/(1 + κμ)] = 1/(1 − κ²μ²). With z = κ² the condition becomes

F(z) = Σ₊ w_i/(1 − z μ_i²) = 1,   (24)

where Σ₊ runs over the n positive directions. F is singular at the n values z = 1/μ_i². Just above each of them F tends to −∞, and just below the next it tends to +∞. Between the two it is continuous, so it takes the value 1 at least once. This gives n − 1 different roots, all larger than the smallest singular value, which exceeds 1 because all μ_i are below 1. Each root gives κ and −κ. Together with the constant and the linear mode there are 2(n − 1) + 2 = 2n independent solutions, and a system of 2n first-order equations has no more.

For the heat, multiply (21) by w_i and sum. The right side gives 2θ − 2θ = 0, so Σ w μ g is constant in s for every solution. For an exponential mode this sum is proportional to exp(∓κ s), and it can be constant only if it is zero. A constant g gives zero because μ is odd. The linear mode gives ½ Σ w μ (s − μ) = −½ · (2/3) = −1/3. ∎

**Lemma 5 (uniqueness).** (a) If no phonons enter (g = 0 for all entering directions at both walls), then g = 0 everywhere. (b) The same holds in a half-space s ≥ 0 if no phonons enter at s = 0 and g tends to a constant, the same for all directions, as s → ∞. (c) In the cell with entering values ½ and −½ the heat flux is not zero.

Proof. Let Q(s) = Σ w_i μ_i g_i². Multiply (21) by 2 w_i g_i and sum:

dQ/ds = 2 Σ w_i g_i (θ − g_i) = −2 Σ w_i (g_i − θ)² ≤ 0.   (25)

The second equality holds because Σ w_i θ (θ − g_i) = 0, so this sum may be subtracted. Hence Q never increases with s.

(a) At s = 0 only directions with μ < 0 contribute, so Q(0) ≤ 0. At s = H only those with μ > 0 contribute, so Q(H) ≥ 0. Since Q does not increase, both are zero. The leaving phonons at s = 0 then also have g = 0. All g_i vanish at s = 0, and the linear equations (21) keep them at zero.

(b) As s → ∞, Q tends to the square of the constant times Σ w μ, which is zero. With Q(0) ≤ 0 and Q not increasing, Q(0) = 0, and the argument of (a) applies.

(c) By (a) the solution in the cell is unique, and since (21) is a linear system with as many conditions as unknowns, it exists. Exchanging the walls, reversing the directions and changing the sign of g turns the problem into itself. Hence g(H − s, −μ) = −g(s, μ), and Q(H) = −Q(0). Suppose now that the flux is zero. At s = 0 the leaving phonons must then balance the entering ones: Σ₋ w|μ|g = ½ Σ₊ w μ = ¼, where Σ₋ runs over μ < 0. The Cauchy–Schwarz inequality gives

(Σ₋ w|μ|g)² ≤ (Σ₋ w|μ|)(Σ₋ w|μ|g²), so Σ₋ w|μ|g² ≥ (1/16)/(1/2) = 1/8.   (26)

Therefore Q(0) = ¼ Σ₊ w μ − Σ₋ w|μ|g² ≤ 1/8 − 1/8 = 0, and Q(H) = −Q(0) ≥ 0. As Q does not increase, it is constant. By (25) all g_i then equal θ, and by (21) they do not change with s. One constant cannot be ½ at one wall and −½ at the other, so the flux is not zero. ∎

**Proof of Theorem 2.** Write φ_j(μ) = 1/(1 − κ_j μ) with κ_j > 0. By the symmetry just found, the solution has the form

g = c (H/2 − s + μ) + c Σ_j β_j [φ_j(μ) e^(−κ_j s) − φ_j(−μ) e^(−κ_j (H − s))].   (27)

The first part is the linear mode with amplitude −c, centered so that it changes sign under the exchange. By Lemma 4 it alone carries heat, so q = C v ΔT c/3. Lemma 5(c) shows that c is not zero, which allows the factor c to be taken out of the second part. From the definition of k, with L = HΛ,

k = q L/ΔT = (C v Λ/3) c H = k_b c H.   (28)

At s = 0 and μ_i > 0 the value of g is ½. Divide this condition by c and define the number ℓ by 1/(2c) = H/2 + ℓ. The terms H/2 cancel:

ℓ − Σ_j β_j [φ_j(μ_i) − φ_j(−μ_i) e^(−κ_j H)] = μ_i.   (29)

These are n equations for the n unknowns ℓ and β_j. The length enters through exp(−κ_j H) alone. By (28) and the definition of ℓ,

k_b/k = 1/(c H) = (H + 2ℓ)/H = 1 + 2ℓ/H,   (30)

which is (22) with δ = 2ℓ.

For H → ∞ the exponentials in (29) vanish. The limiting equations have one solution if the homogeneous ones, with zero in place of μ_i, have none but zero. A homogeneous solution would make g = ℓ − Σ β_j φ_j(μ) e^(−κ_j s) a solution in the half-space with no entering phonons and a constant limit. By Lemma 5(b) it is zero, and since the modes are independent, ℓ and all β_j are zero. The limiting matrix can therefore be inverted. For large H the matrix in (29) differs from it by terms of order exp(−κ_j H), which are smaller than exp(−H), and so the solution differs from its limit by terms of that order. ∎

The theorem holds for each finite n. The passage to a continuum of directions is not proved here. The numbers below use n = 24, with the modes found by matrix diagonalization and the wall conditions solved as a linear system.

**Remark 4 (the wall coefficient).** The computed δ is 1.356 at H = 0.1, 1.409 at H = 1, 1.418 at H = 2 and 1.421 at H = 4. At H = 16 and H = 32 it is 1.4209 to four decimals. In the limit H → 0 the flux tends to the ballistic C v ΔT/4, so k_b/k tends to 4/(3H), and δ tends to 4/3. The added-rate law therefore has the right wall term for very short cells, and one that is 6 % too small for long cells.

Comparing (20) with (22), the relative excess of the added-rate conductivity over the Boltzmann value is

(H + δ)/(H + 4/3) − 1 = (δ − 4/3)/(H + 4/3).   (31)

It vanishes in both limits, for short cells because δ tends to 4/3, and for long cells because H grows. On a grid of lengths from H = 0.05 to H = 50 the largest excess is 3.4 %, near H = 0.7.

**Remark 5 (why the intercept is right).** Let two cells have lengths L₁ and L₂. The straight line through their values of 1/k against 1/L has the intercept

[L₂/k(L₂) − L₁/k(L₁)]/(L₂ − L₁) = (1/k_b) [1 + (δ₂ − δ₁)/(H₂ − H₁)].   (32)

To see the left side, write 1/k = A + B/L. Then L/k = A L + B, and the difference of two such expressions removes B. The right side follows from (22), which gives L/k = (Λ/k_b)(H + δ). The quantity L/k is the total thermal resistance of unit area, so the intercept is the resistance added per added length. It equals the bulk resistivity whenever the walls contribute the same resistance in both cells.

In the example, the Boltzmann values are 84.918 W/(m K) at 200 nm and 91.844 W/(m K) at 400 nm. The resistances are 2.355×10⁻⁹ and 4.355×10⁻⁹ m² K/W. Their difference, 2.000×10⁻⁹ m² K/W over 200 nm, is a resistivity of 0.0100 m K/W, the bulk value.

The least-squares line through all four lengths has the intercept 0.010004 m K/W, or 99.96 W/(m K). The small error comes from the shortest cells, where δ is still slightly below its limit. This lowers the end of the line at large 1/L and raises its intercept.

For cells much shorter than the mean free path the intercept is wrong, although two points always define a line. The line through 2.5 and 5 nm, which are H = 0.1 and 0.2, predicts a bulk conductivity of 87.7 W/(m K). By (32) the cause is the rise of δ between the two lengths.

**Remark 6 (the mean free path from the slope).** By (22), for cells long enough that δ has reached its limit, the ratio of slope to intercept is δ∞Λ. The fitted slope is 3.54×10⁻¹⁰ m² K/W, so the ratio is 35.4 nm. Dividing by 4/3 gives a mean free path of 26.6 nm, and dividing by 1.421 gives 24.9 nm; the true value is 25 nm. The intercept needs no knowledge of the wall coefficient, but the mean free path does.

**Remark 7 (the interior gradient).** Suppose that the conductivity is defined by the temperature gradient at the middle of the cell. Averaging (27) over directions, where each φ_j averages to 1, and differentiating at s = H/2 gives

−dθ/ds = c [1 + 2 Σ_j β_j κ_j e^(−κ_j H/2)].   (33)

With q = C v ΔT c/3 the gradient conductivity is k_b divided by the square bracket. For long cells it differs from k_b by terms that fall exponentially with the length, and it has no term in 1/L. In the example it is 99.3 W/(m K) at 100 nm and 100.0 W/(m K) at 400 nm, where the definition with the full difference gives 73.8 and 91.8. The linear law of this model thus belongs to the full temperature difference. At 100 nm and ΔT = 20 K the linear part of the profile, continued to the walls, misses each reservoir temperature by 2.62 K, close to the 2.5 K of Proposition 1. The actual jump at each wall is smaller, 2.13 K, because the profile is steeper near the walls than in the middle.

**When the crystal is not gray**

**Proposition 2.** Let heat flow through several independent channels, each with a resistivity r_i = a_i + b_i u that is positive and linear in u = 1/L. Then the total resistivity R = 1/k, with k = Σ 1/r_i, is a concave function of u. A straight line through two of its points, continued to u = 0, gives a bulk conductivity that is too small or at best right.

Proof. Primes denote derivatives with respect to u. Since r_i″ = 0,

k′ = −Σ b_i/r_i²,  k″ = 2 Σ b_i²/r_i³,  R″ = 2k′²/k³ − k″/k².   (34)

Write b_i/r_i² as the product of r_i^(−1/2) and b_i r_i^(−3/2). The Cauchy–Schwarz inequality gives

k′² ≤ (Σ 1/r_i)(Σ b_i²/r_i³) = k k″/2.   (35)

Inserting this into R″ gives R″ ≤ k″/k² − k″/k² = 0. Outside the interval between two of its points, a concave function lies on or below the line through them. The line therefore meets u = 0 at or above the true resistivity. ∎

Equality in (35) requires b_i/r_i to be the same for all channels. With the law (4) in each channel, b_i/a_i is 4Λ_i/3, so equality means equal mean free paths. Of the gray assumption, the straight line therefore needs only the common mean free path; the speeds of the channels may differ.

As an example, let 80 % of the heat capacity belong to phonons with a mean free path of 10 nm and 20 % to phonons with 85 nm, with C and v as before. The bulk conductivities are 32 and 68 W/(m K), and their sum is again 100. With the Boltzmann solution for each channel separately, the totals at 50, 100, 200 and 400 nm are 45.1, 58.9, 72.3 and 83.1 W/(m K). Between neighboring lengths the slope of 1/k against 1/L rises from 5.2 through 6.3 to 7.2×10⁻¹⁰ m² K/W toward the long cells, so the points bend downward toward the axis. The least-squares line misses this bend and predicts 92.0 W/(m K), which is 8 % below the true value. Scattering that exchanges energy between the channels is left out of this estimate.

A slope that changes appreciably along the data, here by nearly 40 % against 0.4 % for the gray crystal, is thus a sign that the straight line should not be trusted. The remedy within this model is to use cells that are long compared with the longest mean free path that carries appreciable heat, since each channel's wall term is then a small correction and R is nearly linear in 1/L.
